\section*{Why Gaussian Rigidity Acts at a Free Edge, Not in Bulk}

\section{The result and its origin}

A uniform Gaussian rigidity contributes a pure divergence to the bending energy of a sheet. Its integral can be moved entirely to the boundary, so it exerts no force in the interior and leaves the flexural dispersion of an infinite sheet unchanged. At a free edge, height and slope can both vary, and the boundary remainder enters the balance of moment and force.

Let $w(x,y,t)$ be the height of an isotropic, unstretched sheet with small slopes and areal mass density $\rho$. Subscripts on $w$ denote derivatives. The bending energy is
\begin{equation}
F=\int\!\left[\frac{\kappa}{2}(\nabla^2w)^2+\kappa_G\,(w_{xx}w_{yy}-w_{xy}^2)\right]dx\,dy ,
\label{energy}
\end{equation}
where $\kappa$ is the bending rigidity and $\kappa_G$ the Gaussian rigidity, both energies. The first term measures mean curvature. The second multiplies the Gaussian curvature, positive for a dome and negative for a saddle.

With $u=(w_{xx}+w_{yy})/2$ and $v=(w_{xx}-w_{yy})/2$, we have $w_{xx}w_{yy}=u^2-v^2$, and the energy density becomes
\begin{equation}
(2\kappa+\kappa_G)u^2-\kappa_G(v^2+w_{xy}^2).
\label{positive}
\end{equation}
It is positive for every nonzero curvature if $-2\kappa<\kappa_G<0$. I use $g=-\kappa_G/\kappa$, so this range is $0<g<2$. For a plate cut from ordinary isotropic elastic material, $g=1-\nu$, with $\nu$ Poisson's ratio. In an atomic layer $g$ is an independent parameter.

\section{Why the interior does not respond}

Differentiating the products shows that
\begin{align}
\partial_x(w_xw_{yy})-\partial_y(w_xw_{xy})
&=w_{xx}w_{yy}+w_xw_{xyy}-w_{xy}^2-w_xw_{xyy}\nonumber\\
&=w_{xx}w_{yy}-w_{xy}^2 .
\label{divergence}
\end{align}
In a periodic sheet the integral of this divergence is zero. The local density is not: domes and saddles are present, but their contributions cancel. For a random periodic surface, the numerical output gives a mean Gaussian density of $2.7\times10^{-17}$ of its root-mean-square value, which is rounding error.

To see where uniformity matters, let $\kappa_G$ depend on position. Varying its energy and integrating by parts twice gives the interior coefficient of $\delta w$,
\begin{equation}
\partial_x^2(\kappa_Gw_{yy})+\partial_y^2(\kappa_Gw_{xx})
-2\partial_x\partial_y(\kappa_Gw_{xy}).
\end{equation}
The terms with undifferentiated $\kappa_G$ are $\kappa_Gw_{xxyy}(1+1-2)=0$. Those with one derivative of $\kappa_G$ also cancel: $2\kappa_{G,x}w_{xyy}$ and $2\kappa_{G,y}w_{xxy}$ each occur with both signs. What remains is
\begin{equation}
\kappa_{G,xx}w_{yy}+\kappa_{G,yy}w_{xx}-2\kappa_{G,xy}w_{xy}.
\label{nonuniform}
\end{equation}
A curved profile of $\kappa_G$ therefore does act in the interior. A uniform one does not, and for uniform $\kappa$ the equation of motion is
\begin{equation}
\rho w_{tt}+\kappa\nabla^4w=0 .
\label{motion}
\end{equation}
For $w\propto e^{i(\mathbf q\cdot\mathbf r-\omega t)}$, $\nabla^4$ gives $q^4$ and $w_{tt}$ gives $-\omega^2w$. Hence
\begin{equation}
\omega=\sqrt{\kappa/\rho}\;q^2 .
\label{bulk}
\end{equation}

\section{What the edge keeps}

Now let the sheet occupy $y>0$, with its edge at $y=0$, and take periodic conditions along $x$. The outward normal points toward $-y$, so an integrated $\partial_y$ leaves a minus sign at the edge. The mean-curvature term varies as
\begin{align}
\delta\!\int\!\tfrac12(\nabla^2w)^2
={}&\int\nabla^4w\,\delta w\nonumber\\
&-\int_{y=0}\!\left[\nabla^2w\,\delta w_y-(\partial_y\nabla^2w)\,\delta w\right]dx .
\end{align}
For the Gaussian term, the variation is itself a divergence,
\begin{align}
&w_{yy}\delta w_{xx}+w_{xx}\delta w_{yy}-2w_{xy}\delta w_{xy}\nonumber\\
&=\partial_x(w_{yy}\delta w_x-w_{xy}\delta w_y)
+\partial_y(w_{xx}\delta w_y-w_{xy}\delta w_x),
\end{align}
since the third derivatives of $w$ cancel in pairs. Its edge contribution is
\begin{equation}
-\int_{y=0}(w_{xx}\delta w_y-w_{xy}\delta w_x)\,dx
=-\int_{y=0}(w_{xx}\delta w_y+w_{xxy}\delta w)\,dx .
\end{equation}
The last step integrates along the edge, because $\delta w_x$ is fixed once $\delta w$ is known there. By contrast, $\delta w$ and $\delta w_y$ are independent at a free edge. Their coefficients must vanish separately:
\begin{align}
\kappa\nabla^2w+\kappa_Gw_{xx}&=0 &&\text{(moment)},\label{moment}\\
\kappa\,\partial_y\nabla^2w-\kappa_Gw_{xxy}&=0 &&\text{(force)}.\label{force}
\end{align}

Other supports show that an edge alone is not enough. At a clamped edge $\delta w=\delta w_y=0$, so the remainder vanishes. At a straight, simply supported edge $w=0$ for all $x$, hence $w_{xx}=0$; the moment condition reduces to $\kappa w_{yy}=0$, and the force condition is not imposed because $\delta w=0$. Again $\kappa_G$ is absent.

\section{The edge wave}

A wave bound to the free edge makes the effect measurable in the model. Let $k>0$ be the wavenumber along the edge and $s=\omega/(k^2\sqrt{\kappa/\rho})$. For a profile $e^{-\lambda y}$, Eq.~\eqref{motion} requires $(\lambda^2-k^2)^2=s^2k^4$. The two decaying solutions give
\begin{equation}
w=(Ae^{-\alpha y}+Be^{-\beta y})e^{i(kx-\omega t)},\quad
\alpha=k\sqrt{1+s},\quad \beta=k\sqrt{1-s},
\end{equation}
with $0<s<1$. On the $A$ term $\nabla^2$ gives $sk^2$, on the $B$ term $-sk^2$, while $\partial_x^2$ gives $-k^2$ on both. Using $\kappa_G=-g\kappa$, Eqs.~\eqref{moment} and \eqref{force} become
\begin{align}
(g+s)A+(g-s)B&=0,\label{A1}\\
\alpha(g-s)A+\beta(g+s)B&=0.\label{A2}
\end{align}
A nonzero solution requires a vanishing determinant:
\begin{equation}
\sqrt{1-s}\,(g+s)^2=\sqrt{1+s}\,(g-s)^2 .
\label{secular}
\end{equation}
For $0<g<2$ both sides are nonnegative, so squaring adds no root in the interval. Collecting terms,
\begin{equation}
(g+s)^4-(g-s)^4=s\left[(g+s)^4+(g-s)^4\right].
\end{equation}
The left side is $8gs(g^2+s^2)$ and the bracket is $2(g^4+6g^2s^2+s^4)$. Dividing by $2s$ removes the root $s=0$, for which the two exponentials coincide, and leaves
\begin{equation}
s^4+(6g^2-4g)s^2+g^4-4g^3=0 .
\label{quartic}
\end{equation}
The product of its two roots for $s^2$ is $g^3(g-4)<0$, so one is positive:
\begin{equation}
s^2=g\left[2-3g+2\sqrt{1-2g+2g^2}\right].
\label{edge}
\end{equation}
At $s^2=1$ the left side of \eqref{quartic} is $(1-g)^4\ge0$, whereas at $s^2=0$ it is negative. The root thus lies below one unless $g=1$.

The exception has a simple meaning. At $g=1$, a bulk wave travelling along the edge with no dependence on $y$ already satisfies both edge conditions: the moment is $(\kappa+\kappa_G)w_{xx}=0$, and the force contains a $y$ derivative. Nothing binds the wave. Near $g=1$, linearizing \eqref{quartic} about $s^2=1$, where its slope tends to 4, gives $1-s^2\simeq(1-g)^4/4$. Since $1-s\simeq(1-s^2)/2$,
\begin{equation}
\beta/k\simeq(1-g)^2/(2\sqrt2).
\end{equation}
The frequency shift is of fourth order in $1-g$, but the inverse decay length is of second order. The profile is the more sensitive quantity.

\section{A stable interior with an unstable edge}

The opposite limit, small $g$, can be understood from the trial shape $w=e^{-ky}\cos kx$. It has $\nabla^2w=0$, while
\begin{equation}
w_{xx}w_{yy}-w_{xy}^2=-k^4e^{-2ky}(\cos^2kx+\sin^2kx)=-k^4e^{-2ky}.
\end{equation}
Its energy per edge length is therefore $-\kappa_Gk^3/2$. Averaged along the edge, $\int w^2dy=1/(4k)$. Equating $\rho\omega^2/(8k)$ to the bending energy gives the variational estimate $\omega^2=-4\kappa_Gk^4/\rho$, or $s^2=4g$. This is an upper bound on the lowest $s^2$, and Eq.~\eqref{edge} approaches it as $g\to0$.

If $\kappa_G>0$, this trial energy is negative and the free edge is unstable, although every wave in Eq.~\eqref{bulk} has a real frequency. Bulk dispersion therefore cannot certify the stability of a sheet with edges. For $\kappa=10$ eV, $\kappa_G=+2$ eV and a wavelength of 10 nm, with the density used below, energy minimization gives $s^2=-1.0066$, below the trial value $-0.8$ as it must be. The ripple grows at $0.289\ \mathrm{ps^{-1}}$ in the linear model.

\section{Numbers for a single layer}

Take $\kappa=10$ eV, $\kappa_G=-5$ eV and $\rho=3.0\times10^{-6}\ \mathrm{kg/m^2}$. The values of $\kappa$ and $\rho$ are in the rough regime of single-layer transition-metal dichalcogenide channels ($\rho$ is close to that of MoS$_2$; WSe$_2$ is twice as heavy); $\kappa_G$ is a round choice. For a wavelength of 10 nm, $k=2\pi/10\ \mathrm{nm}=0.6283\ \mathrm{nm^{-1}}$ and $\sqrt{\kappa/\rho}=7.308\times10^{-7}\ \mathrm{m^2/s}$, so
\begin{equation}
f_{\rm bulk}=\frac{(7.308\times10^{-7})(6.283\times10^8)^2}{2\pi}\,\mathrm{Hz}
=45.92\ \mathrm{GHz}.
\end{equation}
With $g=0.5$, Eq.~\eqref{edge} gives $s^2=0.5(0.5+\sqrt2)=0.957$ and $s=0.9783$. The edge frequency is 44.92 GHz, 2.17\% below the bulk value. At fixed $\kappa$, $\rho$ and wavelength:
\begin{center}
\begin{tabular}{rccc}
$\kappa_G$ (eV) & $s$ & $f$ (GHz) & $1/\beta$ (nm)\\
$-2$ & 0.7809 & 35.86 & 3.4\\
$-5$ & 0.9783 & 44.92 & 10.8\\
$-7$ & 0.9981 & 45.83 & 36.5\\
$-15$ & 0.9967 & 45.77 & 27.7
\end{tabular}
\end{center}
Between $-5$ and $-7$ eV the frequency changes by 2\%, while the longer decay length more than triples. The size of the effect thus hangs on the choice of $g$. A plate-like value $g=1-\nu$ with $\nu=0.25$ or $0.2$ gives a shift of only 0.08\% or 0.03\% and $1/\beta=55$ or 91 nm, smaller than each of the corrections estimated in the last section.

These values were tested by minimizing the energy \eqref{energy} over decaying functions with no edge condition imposed. The resulting $s$ agrees with the formula to the five decimals printed. For $g=0.2$ and $0.5$, the minimizing profiles satisfy \eqref{moment} and \eqref{force} with a largest residual of $1.2\times10^{-8}$, relative to the edge height in units where $k=\kappa=1$.

\section{A narrow ribbon: twist and bending}

In a ribbon of width $W\ll1/k$ with two free edges, the boundary effect fills the whole width. Twist it by $w=y\,\theta(x,t)$, with $y$ measured from the centre line. Then $w_{xy}=\theta_x$ and $w_{yy}=0$. For slow variation $w_{xx}$ is negligible, and the energy per length is $-\kappa_GW\theta_x^2$. The kinetic energy per length is $\rho W^3\theta_t^2/24$. Balancing them for a wave gives
\begin{equation}
\omega_{\rm twist}=k\sqrt{\frac{-24\kappa_G}{\rho W^2}} .
\label{twist}
\end{equation}
Uniform twist is a saddle without mean curvature, so its stiffness comes wholly from $\kappa_G$.

For bending, let the lengthwise curvature be $a$ and let the crosswise curvature $b$ relax. Minimizing $\kappa(a+b)^2/2-g\kappa ab$ gives $a+b=ga$, hence $b=-(1-g)a$. Substitution yields
\begin{equation}
\kappa a^2\left[\frac{g^2}{2}+g(1-g)\right]=\frac{\kappa}{2}g(2-g)a^2,
\quad \omega_{\rm bend}=k^2\sqrt{\frac{\kappa g(2-g)}{\rho}} .
\label{bend}
\end{equation}

For $W=5$ nm and a wavelength of 50 nm, $kW=0.628$. The formulas give 1.591 GHz for bending and 10.13 GHz for torsion; the energy calculation at finite width gives 1.599 and 10.27 GHz. Changing $\kappa_G$ from $-5$ to $-15$ eV, all else fixed, raises torsion to 17.51 GHz. The ratio is 1.704, not $\sqrt3=1.732$, because a twist wave also has $w_{xx}=-k^2w$. Keeping that curvature in the same trial shape adds 1 to $s^2=24g/(kW)^2$, a part independent of $\kappa_G$, and lowers the ratio to 1.714; relaxation of the cross-section accounts for the rest.

Bending hardly changes, from 1.599 to 1.614 GHz, because $g(2-g)=0.75$ at both $g=0.5$ and $1.5$. This pair of values hides a dependence that Eq.~\eqref{bend} contains. With both edges supported, the lowest frequency is 47.75 GHz for either $\kappa_G$; with both clamped it is 105.11 GHz for either. The free edges are what make the difference.

\section{What can hide the effect}

A real layer may carry stress. A tension $\sigma$ along the wave adds $\sigma k^2$ to $\kappa k^4$ in $\rho\omega^2$. For a rough two-dimensional modulus $Y=120$ N/m and 0.1\% strain, $\sigma=0.120$ N/m, while $\kappa k^2=0.633$ N/m. The ratio 0.190 raises the bulk frequency by 9\%, four times the edge shift. The same term is added to $\omega^2$ of the edge wave, which therefore stays below the bulk wave, by 1.8\% instead of 2.17\%. The tension can hide the shift if it is unknown and only one of the two frequencies is measured. In the ribbon, tension adds $\sigma W^3\theta_x^2/24$ to the twist energy; relative to $-\kappa_GW\theta_x^2$ this is $\sigma W^2/(-24\kappa_G)=0.156$, a 7.5\% frequency rise. For ribbon bending the ratio is 6.32, so the unstretched result fails. Among these ribbon modes torsion is the clearer sign of $\kappa_G$, provided both long edges are free.

An edge can also carry its own tension $T$, with energy $\tfrac12\int Tw_x^2dx$. Its variation adds $-Tw_{xx}$ to the left side of \eqref{force}. With $\tau=T/(\kappa k)$, this adds $k\tau(A+B)$ to \eqref{A2}, and the determinant gives
\begin{equation}
\sqrt{1-s}(g+s)^2-\sqrt{1+s}(g-s)^2+2s\tau=0 .
\end{equation}
The root reaches $s=1$ at $\tau=(1-g)^2/\sqrt2$, here $T=1.11$ eV/nm. Minimization at $g=0.5$ finds a bound wave at 0.7 times this tension and none at 1.3 times. For $T=-0.5$ and $+0.5$ eV/nm, $s=0.956$ and $0.993$: an edge tension of this size moves the frequency by about as much as the original shift. A negative edge tension also makes a flat edge buckle at long wavelengths, here beyond about 110 nm for $T=-0.5$ eV/nm. On both edges of the 5 nm ribbon, the effect depends on how the ends are held. If the length is fixed so that the interior stays unstrained, $T=\pm0.5$ eV/nm shifts the torsion frequency by about 6\%, and the negative value makes the 50 nm bending mode unstable. If the ribbon takes its relaxed length, the interior carries the balancing stress $\sigma=-2T/W$, here a strain of only 0.027\%. The bending mode then stays stable, with $s^2=0.72$ instead of 0.76 for the negative value, and the torsion shift is about 4\%.

Thermal ripples stiffen the sheet. In a strain pattern of wavevector $\mathbf Q$, in-plane motion relaxes all stress except that along the wavefronts, leaving energy density $Ye^2/2$. A pair of height waves with $\mathbf q+\mathbf p=\mathbf Q$ contributes $e_Q=(\mathbf q\times\hat{\mathbf Q})^2w_qw_p$. Averaging over the other wave, with $\langle|w_p|^2\rangle=k_BT_0/(\mathcal A\kappa p^4)$ for area $\mathcal A$ and temperature $T_0$, and comparing with $\kappa q^4|w_q|^2/2$ gives, to first order in this mean-field treatment,
\begin{equation}
\delta\kappa=\frac{Yk_BT_0}{\kappa}\int\frac{d^2Q}{(2\pi)^2}
\frac{\sin^4\vartheta}{|\mathbf Q-\mathbf q|^4}
=\frac{3Yk_BT_0}{16\pi\kappa q^2}.
\end{equation}
Here $\vartheta$ is the angle between $\mathbf Q$ and $\mathbf q$. To do the integral, set $Q=q(\cos\vartheta+\sin\vartheta\tan\phi)$. The $\phi$ integral runs from $\vartheta-\pi/2$ to $\pi/2$ and leaves $[\sin^2\vartheta+(\pi-\vartheta)\sin\vartheta\cos\vartheta]/(2q^2)$. Twice its integral over $0<\vartheta<\pi$ is $3\pi/(4q^2)$, and division by $4\pi^2$ gives the coefficient. At 300 K and $q=k$, $\delta\kappa/\kappa=0.029$, a 1.5\% rise in bulk frequency. The correction grows as the square of the wavelength and reaches one near 60 nm, where the first-order result fails. The 110 nm buckling estimate above therefore leaves out a large thermal effect at 300 K. The formula is for a wide sheet and does not give the correction for the ribbon.

Smaller corrections have simple estimates. Rotary inertia multiplies $\omega^2$ by $1/(1+k^2r^2)$; a rough mass gyration radius $r=0.12$ nm lowers $f$ by 0.28\%. Transverse shear, with stiffness $S$, multiplies the bulk $\omega^2$ by $1/(1+\kappa k^2/S)$ and is the larger effect. For a rough plate-like $S=33$ N/m it lowers $f_{\rm bulk}$ by 0.9\% and, through a thin layer at the free edge, widens the edge shift from 2.17\% to about 2.4\%; together with rotary inertia it lowers the ribbon torsion from 10.27 to about 10.0 GHz. As a rough measure of lattice discreteness, replacing $k^2$ by the form for a chain of spacing $a$, $(4/a^2)\sin^2(ka/2)$, lowers it by about $(ka)^2/12=0.34\%$ for $a=0.32$ nm. The ratio $hf_{\rm bulk}/(k_BT_0)=0.007$ justifies classical thermal averaging.

A channel resting on a dielectric violates the model more severely, since adhesion adds a restoring force that is not included here. The numbers for the unstretched model apply to suspended, flat layers without tension; a 5 nm ribbon is also much narrower than many device channels. Within those conditions, a bulk dispersion measurement, at wavelengths short enough for the thermal correction to be small, determines $\kappa/\rho$, while a uniform $\kappa_G$ acts only through the boundary and, of the straight edges treated here, only through a free one.

\section*{Calculated quantities}
\begin{verbatim}
bending rigidity kappa = 10.0 eV
Gaussian rigidity kappa_G = -5.0 eV, g = 0.50
areal density rho = 3.0e-06 kg/m^2
sheet wavelength = 10 nm, k = 0.6283 1/nm
sqrt(kappa/rho) = 7.3079e-07 m^2/s
bulk frequency = 45.917 GHz
periodic sheet: |mean|/rms of Gaussian density = 2.7e-17
largest free-edge condition residual = 1.2e-08
edge wave: kappa_G (eV), s formula, s numerical, f (GHz), 1/beta (nm)
    -2.0  0.78093  0.78093  35.858  3.40
    -5.0  0.97832  0.97832  44.922  10.81
    -7.0  0.99810  0.99810  45.830  36.53
   -15.0  0.99670  0.99670  45.766  27.72
edge wave below bulk by 2.17 % at kappa_G = -5.0 eV
short decay length 1/alpha = 1.132 nm
kappa_G = +2.0 eV: s^2 = -1.0066, growth = 0.289 1/ps
ribbon width = 5 nm, wavelength = 50 nm, kW = 0.6283
ribbon: edges, kappa_G (eV), two lowest frequencies (GHz)
  free        -5.0  1.5989  10.2739
  free       -15.0  1.6140  17.5075
  supported   -5.0  47.7538  185.5051
  supported  -15.0  47.7538  185.5051
  clamped     -5.0  105.1096  288.2989
  clamped    -15.0  105.1096  288.2989
narrow-ribbon formulas: bending 1.5906, torsion 10.1262 GHz
torsion ratio, kappa_G -15 to -5 eV = 1.7041
rough modulus Y = 120 N/m, strain = 0.1 %, T = 300 K
tension = 0.120 N/m; kappa k^2 = 0.633 N/m
tension/bending in omega^2, sheet = 0.190
  same, ribbon bending = 6.32
  same, ribbon torsion = 0.156
edge tension -0.50 eV/nm: s = 0.95629
edge tension +0.50 eV/nm: s = 0.99310
edge wave lost above edge tension 1.111 eV/nm
thermal stiffening delta kappa/kappa = 0.0293
  resulting frequency rise = 1.45 %
rough lattice constant = 0.32 nm, mass gyration radius = 0.12 nm
rotary inertia lowers frequency by 0.28 %
lattice discreteness, (ka)^2/12 = 0.34 %
h f_bulk/(k_B T) = 0.00735
\end{verbatim}
